# Ensemble variational principle and state averaging in CASSCF: a program that tests the result

```python
# Under test (atomic units inside, eV and angstrom printed):
# (A) Gross-Oliveira-Kohn: for w_1>=...>=w_M>=0 and orthonormal psi_k,
#     sum_k w_k <psi_k|H|psi_k> >= sum_k w_k E_k, E_k the lowest eigenvalues of H.
# (B) State-averaged CASSCF energy E_SA = Tr(H rho), rho = C W C^+ (C: CI vectors, W: weights).
#     Equal weights: rho, E_SA, densities, orbital gradient are invariant under C -> C U.
#     Pair rotation psi1' = c psi1 + s psi2, psi2' = -s psi1 + c psi2 (c=cos t, s=sin t):
#     dE = (w1-w2)[(h22-h11) s^2 + h12 sin 2t], h = C^T H C.
#     At a conical intersection the equal-weight mean is smooth; the unequal sum has a slope
#     jump -(w1-w2)|slope of signed gap|, and its orbital gradient depends on t.
# Example: H2O, STO-3G, singlet A' states, SA2-CASSCF(6e,4o) and FCI.
import numpy as np, sympy as sp
from itertools import combinations
from scipy.linalg import expm
from scipy.optimize import minimize, brentq
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, mcscf, fci
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10
rng = np.random.default_rng(7)
def out(label, val, unit='', f='.5f'):
    print(f"{label} = {val:{f}} {unit}".rstrip())
def expect(H, C):
    return np.real(np.einsum('ik,ij,jk->k', C.conj(), H, C))
def pair(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])

# ---- symbolic: Abel summation and the pair rotation ----
ws = list(sp.symbols('w1:5')) + [0]; xs = sp.symbols('x1:5')
assert sp.expand(sum(ws[k]*xs[k] for k in range(4))
                 - sum((ws[m]-ws[m+1])*sum(xs[:m+1]) for m in range(4))) == 0
t, a, b, c12, u1, u2 = sp.symbols('t a b c u1 u2', real=True)
R = sp.Matrix([[sp.cos(t), -sp.sin(t)], [sp.sin(t), sp.cos(t)]])
dE = (sp.diag(u1, u2)*R.T*sp.Matrix([[a, c12], [c12, b]])*R).trace() - u1*a - u2*b
assert sp.simplify(dE - (u1-u2)*((b-a)*sp.sin(t)**2 + c12*sp.sin(2*t))) == 0
assert sp.simplify(sp.diff(dE, t).subs(t, 0) - 2*(u1-u2)*c12) == 0
assert sp.simplify(sp.diff(dE, t, 2).subs(t, 0) - 2*(u1-u2)*(b-a)) == 0

# ---- model matrices: Ky Fan identity, inequality, direct minimization ----
def rand_c(n, m):
    return np.linalg.qr(rng.normal(size=(n, m)) + 1j*rng.normal(size=(n, m)))[0]
A = rng.normal(size=(8, 8)) + 1j*rng.normal(size=(8, 8)); Hc = A + A.conj().T
Ec, Vc = np.linalg.eigh(Hc)
for trial in range(300):
    near = expm(0.05*(lambda X: X - X.conj().T)(rand_c(8, 8)))
    C = rand_c(8, 4) if trial % 2 else (Vc @ near)[:, :4]
    for m in range(1, 5):
        p = np.sum(abs(Vc.conj().T @ C[:, :m])**2, axis=1)
        assert p.max() < 1 + 1e-12 and abs(p.sum() - m) < 1e-12
        rhs = (Ec[m-1]-Ec[:m]) @ (1-p[:m]) + (Ec[m:]-Ec[m-1]) @ p[m:]
        assert abs(expect(Hc, C[:, :m]).sum() - Ec[:m].sum() - rhs) < 1e-11
    w = np.sort(rng.random(4))[::-1]
    assert w @ expect(Hc, C) >= w @ Ec[:4] - 1e-12
wneg = np.array([0.7, -0.2])
assert wneg @ expect(Hc, Vc[:, [0, 7]]) < wneg @ Ec[:2] - 1e-3
Q = np.linalg.qr(rng.normal(size=(6, 6)))[0]
lev = np.array([-2.0, -1.1, -0.3, 0.6, 1.5, 2.7]); Hm = Q @ np.diag(lev) @ Q.T
def direct_min(w):
    orth = lambda x: np.linalg.qr(x.reshape(6, 3))[0]
    r = minimize(lambda x: w @ expect(Hm, orth(x)), rng.normal(size=18), method='BFGS',
                 jac='3-point', options={'gtol': 1e-7, 'maxiter': 2000})
    return r.fun, orth(r.x)
w = np.array([0.5, 0.3, 0.2]); f, C = direct_min(w)
assert abs(f - w @ lev[:3]) < 1e-7 and np.allclose(abs(np.diag(Q[:, :3].T @ C)), 1, atol=1e-4)
w = np.array([0.4, 0.4, 0.2]); offd = []
for trial in range(3):
    f, C = direct_min(w)
    assert abs(f - w @ lev[:3]) < 1e-7
    assert np.allclose(C[:, :2] @ C[:, :2].T, Q[:, :2] @ Q[:, :2].T, atol=1e-2)
    offd.append(abs(C[:, 0] @ Hm @ C[:, 1]))
assert max(offd) > 1e-2   # inside an equal-weight block only the subspace is fixed

# ---- singlet A' many-electron spaces (z = index of the out-of-plane orbital) ----
def singlet_space(n, ne, z):
    strs = sorted(sum(1 << i for i in cb) for cb in combinations(range(n), ne))
    idx = {s: i for i, s in enumerate(strs)}; ns = len(strs)
    par = lambda s, p: (-1)**bin(s & ((1 << p)-1)).count('1')
    e = np.zeros((n, n, ns, ns))
    for J, s in enumerate(strs):
        for q in range(n):
            if s >> q & 1:
                s1 = s ^ (1 << q)
                for p in range(n):
                    if not s1 >> p & 1:
                        e[p, q, idx[s1 | 1 << p], J] = par(s, q)*par(s1, p)
    ex = np.tensordot(e, e.transpose(1, 0, 2, 3), axes=([0, 1], [0, 1]))
    S2 = ne*np.eye(ns*ns) - ex.transpose(0, 2, 1, 3).reshape(ns*ns, ns*ns)
    even = [i*ns+j for i in range(ns) for j in range(ns)
            if ((strs[i] >> z & 1) + (strs[j] >> z & 1)) % 2 == 0]
    lam, v = np.linalg.eigh(S2[np.ix_(even, even)])
    assert all(min(abs(l-x) for x in (0, 2, 6)) < 1e-9 for l in lam)
    B = np.zeros((ns*ns, int(np.sum(lam < 1e-6)))); B[even] = v[:, lam < 1e-6]
    B3 = B.reshape(ns, ns, -1)
    EB = np.tensordot(e, B3, axes=(3, 0)) + np.tensordot(e, B3, axes=(3, 1)).transpose(0, 1, 3, 2, 4)
    EB = EB.reshape(n, n, ns*ns, -1)
    return EB, np.tensordot(EB, B, axes=(2, 0)).transpose(0, 1, 3, 2)
EB4, one = singlet_space(4, 3, 3)
two = np.einsum('qpia,rsib->pqrsab', EB4, EB4) - np.einsum('qr,psab->pqrsab', np.eye(4), one)
co, ac = slice(0, 2), slice(2, 6)   # orbital order: 2 core, 3 active a', active a'', 1 virtual
pairs = [(p, i) for i in (0, 1) for p in (2, 3, 4, 6)] + [(6, p) for p in (2, 3, 4)]
R1 = 0.96
def tr4(g, U):
    for _ in range(4):
        g = np.tensordot(g, U, axes=(0, 0))
    return g
def geometry(r2, ang):
    al = np.radians(ang)
    mol = gto.M(atom=[('O', (0, 0, 0)), ('H', (R1/BOHR, 0, 0)),
                      ('H', (r2*np.cos(al)/BOHR, r2*np.sin(al)/BOHR, 0))],
                basis='sto-3g', unit='Bohr', verbose=0)
    s, v = np.linalg.eigh(mol.intor('int1e_ovlp')); X = v @ np.diag(s**-0.5) @ v.T
    h = X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    return dict(mol=mol, X=X, h=h, g=tr4(mol.intor('int2e'), X), en=mol.energy_nuc())
def start_orbitals(G):
    mf = scf.RHF(G['mol']); mf.kernel(); G['mf'] = mf
    z = [i for i, l in enumerate(G['mol'].ao_labels()) if '2pz' in l][0]
    keep = [i for i in range(7) if i != z]
    v = np.linalg.eigh((G['X'] @ mf.get_fock() @ G['X'])[np.ix_(keep, keep)])[1]
    U = np.zeros((7, 7)); U[np.ix_(keep, [0, 1, 2, 3, 4, 6])] = v; U[z, 5] = 1.0
    return U
def cas(G, U):
    h = U.T @ G['h'] @ U; g = tr4(G['g'], U)
    v = 2*np.einsum('pqii->pq', g[:, :, co, co]) - np.einsum('piiq->pq', g[:, co, co, :])
    ec = G['en'] + np.trace((2*h + v)[co, co])
    H = ec*np.eye(one.shape[2]) + np.tensordot((h+v)[ac, ac], one, 2) \
        + 0.5*np.tensordot(g[ac, ac, ac, ac], two, 4)
    return h, g, H
def rdms(rho):
    Da = np.zeros((7, 7)); Da[ac, ac] = np.tensordot(one, rho, 2)
    D = Da.copy(); D[0, 0] = D[1, 1] = 2.0
    mean = lambda M: np.einsum('pq,rs->pqrs', M, M) - 0.5*np.einsum('ps,rq->pqrs', M, M)
    d = mean(D) - mean(Da); d[ac, ac, ac, ac] += np.tensordot(two, rho, 2)
    return D, d
def ograd(h, g, C, w):
    D, d = rdms(C @ np.diag(w) @ C.T)
    F = D @ h.T + d.reshape(7, -1) @ g.reshape(7, -1).T
    return np.array([2*(F[p, q] - F[q, p]) for q, p in pairs])
def rotate(U, k):
    K = np.zeros((7, 7))
    for x, (q, p) in zip(k, pairs):
        K[q, p] = x; K[p, q] = -x
    return U @ expm(K)
def egrad(G, U, w):
    h, g, H = cas(G, U); e, v = np.linalg.eigh(H)
    return w @ e[:2], ograd(h, g, v[:, :2], w)
I11 = np.eye(len(pairs))
def hessian(G, U, w, d=1e-4):
    M = np.array([(egrad(G, rotate(U, d*x), w)[1] - egrad(G, rotate(U, -d*x), w)[1])/(2*d) for x in I11])
    return 0.5*(M + M.T)
def optimize(G, U, w):
    E, gr = egrad(G, U, w)
    for it in range(80):
        if np.linalg.norm(gr) < 1e-9:
            return U
        lam, V = np.linalg.eigh(hessian(G, U, w))
        st = -V @ (V.T @ gr / np.maximum(abs(lam), 1e-3))
        st *= min(1.0, 0.3/np.linalg.norm(st))
        for k in range(30):
            Un = rotate(U, st); En, gn = egrad(G, Un, w)
            if En <= E + 1e-11:
                break
            st *= 0.5
        U, E, gr = Un, En, gn
    raise AssertionError('orbital optimization not converged')

# ---- example (a): bent, one bond stretched ----
weq, wun = np.array([0.5, 0.5]), np.array([0.75, 0.25]); th = np.radians(30.0)
r2a, anga = 1.50, 150.0
out('hartree', EV, 'eV', '.6f'); out('r1', R1, 'angstrom', '.2f')
print(f"(a) r2 = {r2a:.2f} angstrom, angle = {anga:.1f} deg, theta = {np.degrees(th):.1f} deg")
G = geometry(r2a, anga); U0 = start_orbitals(G)
fd = np.array([(egrad(G, rotate(U0, 1e-5*x), wun)[0] - egrad(G, rotate(U0, -1e-5*x), wun)[0])/2e-5 for x in I11])
g0 = egrad(G, U0, wun)[1]
assert np.linalg.norm(g0) > 1e-3 and abs(fd - g0).max() < 1e-6
Ueq = optimize(G, U0, weq); Uun = optimize(G, Ueq, wun)
h, g, H = cas(G, Ueq)
mc = mcscf.CASCI(G['mf'], 4, 6); mo = G['X'] @ Ueq
h1, ecore = mc.get_h1eff(mo)
ref = np.linalg.eigvalsh(fci.direct_spin1.pspace(h1, mc.get_h2eff(mo), 4, (3, 3), np=100)[1]) + ecore
assert all(abs(ref - x).min() < 1e-8 for x in np.linalg.eigvalsh(H))
EB7, one7 = singlet_space(7, 5, 5); nf = one7.shape[2]
HF = G['en']*np.eye(nf) + np.tensordot(h - 0.5*np.einsum('pqqs->ps', g), one7, 2) \
    + 0.5*EB7.transpose(1, 0, 2, 3).reshape(-1, nf).T @ (g.reshape(49, 49) @ EB7.reshape(49, -1)).reshape(-1, nf)
EF, VF = np.linalg.eigh(HF)
ref = np.linalg.eigvalsh(fci.direct_spin1.pspace(np.ascontiguousarray(h), np.ascontiguousarray(g),
                                                 7, (5, 5), np=500)[1]) + G['en']
assert all(abs(ref - x).min() < 1e-8 for x in EF[:5])
print(f"singlet A' dimensions: CAS = {H.shape[0]}, FCI = {nf}; orbital parameters = {len(pairs)}")
out('FCI E1', EF[0]*EV, 'eV'); out('FCI E2', EF[1]*EV, 'eV'); out('FCI gap', (EF[1]-EF[0])*EV, 'eV')
winc = wun[::-1]; drop = winc @ EF[:2] - winc @ expect(HF, VF[:, [1, 0]])
assert drop > 1e-3
out('increasing weights (0.25,0.75): swap lies below sum w E by', drop*EV, 'eV')
for name, w, U in (('eq', weq, Ueq), ('un', wun, Uun)):
    h, g, H = cas(G, U); e, v = np.linalg.eigh(H); C = v[:, :2]; Cr = C @ pair(th)
    D, d = rdms(C @ np.diag(w) @ C.T)
    assert abs(G['en'] + np.sum(h*D) + 0.5*np.sum(g*d) - w @ e[:2]) < 1e-10
    lmin = np.linalg.eigvalsh(hessian(G, U, w))[0]; assert lmin > 1e-4
    margin = w @ e[:2] - w @ EF[:2]; assert margin > 0
    er = expect(H, Cr); dE_num = w @ er - w @ e[:2]
    dE_for = (w[0]-w[1])*(e[1]-e[0])*np.sin(th)**2
    assert abs(dE_num - dE_for) < 1e-11 and er[1] < e[1] - 1e-4
    gam = lambda x, y: np.einsum('pqab,a,b->pq', one, x, y)
    g12 = gam(C[:, 0], C[:, 1]); g12 = 0.5*(g12 + g12.T)
    dgam = (w[0]-w[1])*((gam(C[:, 1], C[:, 1]) - gam(C[:, 0], C[:, 0]))*np.sin(th)**2 + g12*np.sin(2*th))
    assert np.allclose((rdms(Cr @ np.diag(w) @ Cr.T)[0] - D)[ac, ac], dgam, atol=1e-12)
    Cn = np.linalg.qr(rng.normal(size=(H.shape[0], 2)))[0]; hn = Cn.T @ H @ Cn
    assert abs(w @ expect(H, Cn @ pair(0.7)) - w @ np.diag(hn)
               - (w[0]-w[1])*((hn[1, 1]-hn[0, 0])*np.sin(0.7)**2 + hn[0, 1]*np.sin(1.4))) < 1e-11
    gn = np.linalg.norm(ograd(h, g, Cr, w))
    Cu = v[:, :2] @ rand_c(2, 2); change = abs(w @ expect(H, Cu) - w @ e[:2])
    if name == 'eq':
        assert gn < 1e-8 and change < 1e-11 and er[1] < EF[1] + (e[1]-EF[1])
    else:
        assert gn > 1e-4 and dE_num > 1e-4 and change > 1e-6
    print(f"[{name}] weights = {w[0]:.2f}, {w[1]:.2f}")
    print(f"[{name}] eps1 = {e[0]*EV:.5f} eV, eps2 = {e[1]*EV:.5f} eV, gap = {(e[1]-e[0])*EV:.5f} eV")
    print(f"[{name}] E_SA = {w @ e[:2]*EV:.5f} eV, sum w E_FCI = {w @ EF[:2]*EV:.5f} eV")
    print(f"[{name}] GOK margin = {margin*EV:.5f} eV = {margin:.6f} hartree")
    out(f'[{name}] lowest orbital Hessian eigenvalue', lmin*EV, 'eV/rad^2', '.3f')
    print(f"[{name}] rotated <H>1 = {er[0]*EV:.5f} eV, <H>2 = {er[1]*EV:.5f} eV")
    out(f'[{name}] rotated <H>2 minus FCI E2', (er[1]-EF[1])*EV, 'eV')
    print(f"[{name}] dE_SA direct = {abs(dE_num)*EV:.5f} eV, formula = {dE_for*EV:.5f} eV = {dE_for:.6f} hartree")
    out(f'[{name}] orbital gradient norm after rotation', gn*EV, 'eV/rad', '.2e')

# ---- example (b): Sigma+/Pi conical intersection, equal-weight orbitals ----
Gl = geometry(1.5, 180.0); last = [start_orbitals(Gl)]
py = [i for i, l in enumerate(Gl['mol'].ao_labels()) if '2py' in l][0]
def linear(r2):
    Gx = geometry(r2, 180.0); U = optimize(Gx, last[0], weq); last[0] = U
    h, g, H = cas(Gx, U); e, v = np.linalg.eigh(H)
    npy = np.tensordot(np.outer(U[py, ac], U[py, ac]), one, 2)
    occ, m = np.linalg.eigh(v[:, :2].T @ npy @ v[:, :2])
    C = v[:, :2] @ m[:, ::-1]          # columns: Sigma, Pi
    hh = C.T @ H @ C
    assert abs(hh[0, 1]) < 1e-7 and occ[1] - occ[0] > 0.5
    return hh[0, 0] - hh[1, 1], e, C, occ[::-1], (Gx, U, h, g, H)
ra = 1.5; fa = linear(ra)[0]; step = 0.1 if fa < 0 else -0.1
for k in range(12):
    rb = ra + step; fb = linear(rb)[0]
    if fa*fb < 0:
        break
    ra, fa = rb, fb
assert fa*fb < 0
r0 = brentq(lambda r: linear(r)[0], min(ra, rb), max(ra, rb), xtol=1e-11)
_, e0, C, occ, (G0, Uc, h, g, H) = linear(r0)
lmin = np.linalg.eigvalsh(hessian(G0, Uc, weq))[0]
assert (e0[1]-e0[0])*EV < 1e-5 and (e0[2]-e0[1])*EV > 0.3 and lmin > 1e-4
out('(b) crossing r2 at 180 deg', r0, 'angstrom'); out('mean energy', e0[:2].mean()*EV, 'eV')
out('residual gap', (e0[1]-e0[0])*EV, 'eV', '.1e'); out('eps3 - eps2', (e0[2]-e0[1])*EV, 'eV', '.4f')
out('lowest orbital Hessian eigenvalue', lmin*EV, 'eV/rad^2', '.3f')
print(f"in-plane pi occupation: Sigma = {occ[0]:.4f}, Pi = {occ[1]:.4f}")
dr = 0.002; pts = {}
for k in (-2, -1, 1, 2):
    last[0] = Uc; res = linear(r0 + k*dr); pts[k] = (res[0]*EV, res[1][:2]*EV)
side = lambda f0, f1, f2, d: (-3*f0 + 4*f1 - f2)/(2*d)
slope = (pts[1][0] - pts[-1][0])/(2*dr)
out('step in r2', dr, 'angstrom', '.3f'); out('slope of E_Sigma - E_Pi', slope, 'eV/angstrom', '.4f')
for name, w in (('eq', weq), ('un', wun)):
    f0 = w @ e0[:2]*EV
    sr = side(f0, w @ pts[1][1], w @ pts[2][1], dr); sl = side(f0, w @ pts[-1][1], w @ pts[-2][1], -dr)
    pred = -(w[0]-w[1])*abs(slope)
    assert abs(sr - sl - pred) < 5e-3 and abs(slope) > 0.5   # O(dr^2) difference error
    print(f"[{name}] slope left = {sl:.4f}, right = {sr:.4f} eV/angstrom")
    print(f"[{name}] jump = {sr-sl:.4f}, predicted = {pred+0.0:.4f} eV/angstrom")
bend = []
for da in (0.5, 1.0):
    Gb = geometry(r0, 180.0 - da)
    bend.append(np.linalg.eigvalsh(cas(Gb, optimize(Gb, Uc, weq))[2])[:2]*EV)
gaps = [x[1]-x[0] for x in bend]
mslope = side(e0[:2].mean()*EV, bend[0].mean(), bend[1].mean(), 0.5)
assert abs(gaps[1]/gaps[0] - 2) < 0.05 and abs(mslope) < 1e-2*gaps[1]
print(f"gap at bend 0.5 deg = {gaps[0]:.5f} eV, 1.0 deg = {gaps[1]:.5f} eV")
out('slope of the mean along bend', mslope, 'eV/deg', '.1e')
gr = {}
for deg in (0, 45, 90):
    Cr = C @ pair(np.radians(deg))
    assert abs(wun @ expect(H, Cr) - wun @ expect(H, C))*EV < 1e-5
    assert np.linalg.norm(ograd(h, g, Cr, weq)) < 1e-8
    gr[deg] = ograd(h, g, Cr, wun)*EV
    out(f'[un] gradient norm at crossing, theta {deg} deg', np.linalg.norm(gr[deg]), 'eV/rad', '.4f')
assert np.linalg.norm(gr[0] - gr[45]) > 1e-2 and np.allclose(gr[0], -gr[90], atol=1e-5)
out('[un] |grad(0) - grad(90)|', np.linalg.norm(gr[0]-gr[90]), 'eV/rad', '.4f')
out('[un] |grad(0) - grad(45)|', np.linalg.norm(gr[0]-gr[45]), 'eV/rad', '.4f')
print('finished without a failed check')
```

It prints:

```
hartree = 27.211386 eV
r1 = 0.96 angstrom
(a) r2 = 1.50 angstrom, angle = 150.0 deg, theta = 30.0 deg
singlet A' dimensions: CAS = 7, FCI = 126; orbital parameters = 11
FCI E1 = -2037.10185 eV
FCI E2 = -2032.53334 eV
FCI gap = 4.56852 eV
increasing weights (0.25,0.75): swap lies below sum w E by = 2.28426 eV
[eq] weights = 0.50, 0.50
[eq] eps1 = -2036.33516 eV, eps2 = -2031.89817 eV, gap = 4.43698 eV
[eq] E_SA = -2034.11666 eV, sum w E_FCI = -2034.81760 eV
[eq] GOK margin = 0.70093 eV = 0.025759 hartree
[eq] lowest orbital Hessian eigenvalue = 7.493 eV/rad^2
[eq] rotated <H>1 = -2035.22591 eV, <H>2 = -2033.00742 eV
[eq] rotated <H>2 minus FCI E2 = -0.47408 eV
[eq] dE_SA direct = 0.00000 eV, formula = 0.00000 eV = 0.000000 hartree
[eq] orbital gradient norm after rotation = 1.39e-11 eV/rad
[un] weights = 0.75, 0.25
[un] eps1 = -2036.34680 eV, eps2 = -2031.87854 eV, gap = 4.46826 eV
[un] E_SA = -2035.22973 eV, sum w E_FCI = -2035.95972 eV
[un] GOK margin = 0.72999 eV = 0.026827 hartree
[un] lowest orbital Hessian eigenvalue = 5.511 eV/rad^2
[un] rotated <H>1 = -2035.22973 eV, <H>2 = -2032.99560 eV
[un] rotated <H>2 minus FCI E2 = -0.46227 eV
[un] dE_SA direct = 0.55853 eV, formula = 0.55853 eV = 0.020526 hartree
[un] orbital gradient norm after rotation = 6.72e-01 eV/rad
(b) crossing r2 at 180 deg = 1.38383 angstrom
mean energy = -2034.24421 eV
residual gap = 1.9e-12 eV
eps3 - eps2 = 14.9983 eV
lowest orbital Hessian eigenvalue = 5.684 eV/rad^2
in-plane pi occupation: Sigma = 1.9972, Pi = 1.0000
step in r2 = 0.002 angstrom
slope of E_Sigma - E_Pi = 14.4122 eV/angstrom
[eq] slope left = 0.9800, right = 0.9800 eV/angstrom
[eq] jump = -0.0000, predicted = 0.0000 eV/angstrom
[un] slope left = 4.5830, right = -2.6231 eV/angstrom
[un] jump = -7.2061, predicted = -7.2061 eV/angstrom
gap at bend 0.5 deg = 0.08324 eV, 1.0 deg = 0.16648 eV
slope of the mean along bend = -1.5e-08 eV/deg
[un] gradient norm at crossing, theta 0 deg = 1.5086 eV/rad
[un] gradient norm at crossing, theta 45 deg = 0.4104 eV/rad
[un] gradient norm at crossing, theta 90 deg = 1.5086 eV/rad
[un] |grad(0) - grad(90)| = 3.0172 eV/rad
[un] |grad(0) - grad(45)| = 1.5634 eV/rad
finished without a failed check
```
